\section*{Intrinsic Conductivity and Interface Resistance from Two Thin Low-k Films}

\section*{Problem}

Two films of the same low-k dielectric, of thickness $d_1=50$ nm and $d_2=200$ nm, lie between a metal heater and a silicon substrate. From the heat flux and the temperature drop across each film and its two interfaces, the apparent thermal conductivities are
\[
k_{\rm app,1}=0.268\ \mathrm{W/(m\,K)},\qquad
k_{\rm app,2}=0.291\ \mathrm{W/(m\,K)} .
\]
The temperature rise of the substrate has already been subtracted.

\begin{enumerate}
\item[(a)] Explain why the apparent conductivity depends on thickness, and derive formulas for the intrinsic conductivity $k$ and the total interface resistance $R$.
\item[(b)] Evaluate $k$ and $R$, and check them against the data.
\item[(c)] At what thickness do the interfaces resist as much as the film? Predict the apparent conductivity of a 20 nm film.
\item[(d)] How uncertain are $k$ and $R$ because of rounding, a 1\% measurement error, and a thickness error of 1 nm?
\item[(e)] The heater is a strip 20 $\mu$m wide. Estimate the effects of heat spreading at its edges, imperfect subtraction of the substrate, heating of the film, and a finite mean free path of the heat carriers.
\item[(f)] What may be claimed about a real film?
\end{enumerate}

\section*{Solution}

\subsection*{(a) Resistances in series}

Take the heat flow as steady and perpendicular to the film, which requires a heater much wider than the film is thick. Let $x$ point from the heater to the substrate, and let $q$ be the heat flux, in watts per unit area. With no heat generated inside the film, energy conservation gives $dq/dx=0$, so the same $q$ crosses both interfaces and every plane of the film.

Inside the film Fourier's law reads $q=-k\,dT/dx$. For constant $k$ the temperature falls linearly, and the drop across the film is $qd/k$. An interface of resistance $R_{\rm top}$ or $R_{\rm bottom}$ adds a jump equal to $q$ times that resistance. The total drop is
\begin{equation}
\Delta T=qR_{\rm top}+q\frac dk+qR_{\rm bottom}
=q\left(\frac dk+R\right),\qquad R=R_{\rm top}+R_{\rm bottom}.
\end{equation}
Only the sum $R$ enters, so these data cannot tell one interface from the other.

The apparent conductivity is what one obtains by assigning the whole drop to the film:
\begin{equation}
k_{\rm app}=\frac{qd}{\Delta T}=\frac{d}{d/k+R}.
\label{kapp}
\end{equation}
It is smaller than $k$ when $R>0$, and more so in a thin film, where the fixed $R$ is a larger part of the total. The total resistance of unit area is
\begin{equation}
r=\frac{\Delta T}{q}=\frac{d}{k_{\rm app}}=\frac dk+R .
\label{line}
\end{equation}
If $k$ and $R$ are the same for both films, $r$ plotted against $d$ is a straight line of slope $1/k$ and intercept $R$. Subtracting Eq.~(\ref{line}) for film 1 from that for film 2 removes $R$:
\begin{equation}
r_2-r_1=\frac{d_2-d_1}{k}
\quad\Longrightarrow\quad
k=\frac{d_2-d_1}{r_2-r_1}.
\label{kres}
\end{equation}
Putting this slope into $R=r_1-d_1/k$ gives
\begin{align}
R&=r_1-d_1\frac{r_2-r_1}{d_2-d_1}
=\frac{r_1(d_2-d_1)-d_1r_2+d_1r_1}{d_2-d_1}\nonumber\\
&=\frac{d_2r_1-d_1r_2}{d_2-d_1}.
\label{Rres}
\end{align}

\subsection*{(b) Numbers}

All resistances below are in units of $10^{-8}\ \mathrm{m^2\,K/W}$. The data give
\[
r_1=\frac{50\times10^{-9}}{0.268}\ \to\ 18.657,\qquad
r_2=\frac{200\times10^{-9}}{0.291}\ \to\ 68.729,
\]
with difference $50.072$. Therefore
\[
k=\frac{150\times10^{-9}}{50.072\times10^{-8}}=0.2996\ \mathrm{W/(m\,K)},
\]
\[
R=\frac{200(18.657)-50(68.729)}{150}\times10^{-8}
=1.966\times10^{-8}\ \mathrm{m^2\,K/W}.
\]
Rounded, $k=0.30$ W/(m\,K) and $R=2.0\times10^{-8}\ \mathrm{m^2\,K/W}$, or about $20\ \mathrm{m^2\,K/GW}$.

To check, put the rounded values $0.30$ and $2\times10^{-8}$ back into Eq.~(\ref{kapp}). They give $0.2679$ and $0.2913$ W/(m\,K), which agree with both data to the three decimals quoted.

\subsection*{(c) What the interfaces do}

The interfaces supply $R/r_1=10.5\%$ of the total resistance of the 50 nm film and $R/r_2=2.9\%$ of that of the 200 nm film. They resist as much as the film when $d/k=R$, that is, at
\[
d=kR=5.9\ \mathrm{nm}.
\]
At this thickness Eq.~(\ref{kapp}) gives $k_{\rm app}=k/2$. The length $kR$ separates two limits:
\[
k_{\rm app}\simeq k\left(1-\frac{kR}{d}\right)\quad(d\gg kR),
\qquad
k_{\rm app}\simeq\frac dR\quad(d\ll kR).
\]
The first follows from writing $k_{\rm app}=k/(1+kR/d)$ and expanding in the small ratio $kR/d$. The second follows from dropping $d/k$ beside $R$. In the second limit the measurement no longer contains $k$, so a very thin film measures its interfaces.

For $d=20$ nm,
\[
k_{\rm app}=\frac{20\times10^{-9}}{20\times10^{-9}/0.2996+1.966\times10^{-8}}
=0.231\ \mathrm{W/(m\,K)}.
\]
This prediction is useful because two points always fit a line with two free constants: the original data cannot test whether the points really lie on a line. A third film can reveal a bend in it. A straight line still does not prove that the film is uniform: a damaged surface layer of the same depth in every film adds a constant to $r$, just as an interface does.

\subsection*{(d) Uncertainty}

\paragraph{Rounding.} Each datum may be off by $0.0005$ W/(m\,K). Raising $k_{\rm app,1}$ lowers $r_1$, which by Eqs.~(\ref{kres}) and (\ref{Rres}) lowers both $k$ and $R$. Raising $k_{\rm app,2}$ lowers $r_2$, which raises both. The largest values of $k$ and $R$ therefore occur together, at data $0.2675$ and $0.2915$, and the smallest at $0.2685$ and $0.2905$. The ranges are
\[
0.2987\le k\le0.3005\ \mathrm{W/(m\,K)},\qquad
1.88\le \frac{R}{10^{-8}\ \mathrm{m^2K/W}}\le2.05 .
\]
The third decimal of the data thus fixes $R$ to no better than about 4\% either way.

\paragraph{Measurement error.} Let the apparent conductivities have small relative errors $\epsilon_1$ and $\epsilon_2$, with the thicknesses known. Since $r_i=d_i/k_{{\rm app},i}$, to first order $\delta r_i=-r_i\epsilon_i$. Differentiating Eq.~(\ref{kres}),
\begin{equation}
\frac{\delta k}{k}=-\frac{\delta r_2-\delta r_1}{r_2-r_1}
=\frac{r_2\epsilon_2-r_1\epsilon_1}{r_2-r_1},
\end{equation}
and from Eq.~(\ref{Rres}),
\begin{equation}
\delta R=\frac{d_2\,\delta r_1-d_1\,\delta r_2}{d_2-d_1}
=\frac{-d_2r_1\epsilon_1+d_1r_2\epsilon_2}{d_2-d_1}.
\label{dR}
\end{equation}
If the two errors are independent, each with standard deviation $e$, the variances of the two terms add:
\begin{equation}
\frac{\sigma_k}{k}=e\,\frac{\sqrt{r_1^2+r_2^2}}{r_2-r_1},\qquad
\sigma_R=e\,\frac{\sqrt{(d_2r_1)^2+(d_1r_2)^2}}{d_2-d_1}.
\end{equation}
For $e=0.01$,
\[
\frac{\sigma_k}{k}=0.01\,\frac{\sqrt{18.657^2+68.729^2}}{50.072}=1.4\%,
\]
\[
\sigma_R=0.01\,\frac{\sqrt{(200\times18.657)^2+(50\times68.729)^2}}{150}=0.34 .
\]
The second is 17\% of $R$. The reason is visible in Eq.~(\ref{Rres}): $R$ is the small difference of two much larger terms, and their errors do not shrink with the difference.

A common error behaves differently. If $\epsilon_1=\epsilon_2=\epsilon$, for instance from a miscalibrated power meter when the substrate's temperature rise was measured separately at the same meter reading, Eq.~(\ref{dR}) becomes $\delta R=-\epsilon R$, and $\delta k=\epsilon k$. A shared 1\% error then changes $R$ by 1\%, not 17\%. If the substrate's rise is instead calculated from the misread power, the subtraction is also wrong by 1\% of that rise, which part (e) shows to be a much larger error in $R$.

Making the second film thicker helps only up to a point. For $d_2\gg d_1$ and $d_2\gg kR$ we have $r_2\simeq d_2/k$, and
\[
\sigma_R\to e\sqrt{r_1^2+(d_1/k)^2}.
\]
This floor is set by the thin film. To lower it at fixed $e$, one must reduce $d_1$.

\paragraph{Thickness error.} The experiment measures $\Delta T$ and $q$, so $r_1$ stays fixed if the assumed thickness $d_1$ is wrong. Write $R=r_1-sd_1$ with $s=(r_2-r_1)/(d_2-d_1)=1/k$. Because $\partial s/\partial d_1=s/(d_2-d_1)$,
\begin{equation}
\frac{\partial R}{\partial d_1}=-s-\frac{sd_1}{d_2-d_1}
=-\frac1k\,\frac{d_2}{d_2-d_1}.
\end{equation}
Likewise $\partial s/\partial d_2=-s/(d_2-d_1)$, so $\partial R/\partial d_2=(1/k)\,d_1/(d_2-d_1)$. If the thin film is really 1 nm thicker than assumed, $R$ changes by $-0.45$; if the thick film is, by $+0.11$. One nanometre in the thin film matters more to $R$ than independent 1\% errors in both conductivities.

\subsection*{(e) Neglected effects}

\paragraph{Spreading at the heater edges.} Some heat leaves the heater sideways before crossing the film. Near one edge, let the film occupy $0<y<d$, with its base $y=0$ at temperature zero. The heater covers the top for $x<0$ at temperature one, and the top is insulated for $x>0$ (here $x$ runs along the film). This treats the heater as isothermal near its edge, which holds for a metal strip that evens out its temperature sideways over a length much greater than $d$. Interface resistance is left out of this small correction.

Steady conduction obeys Laplace's equation, which keeps its form under a conformal map. With $z=x+iy$, the map $\zeta=e^{\pi z/d}$ takes the film to the upper half-plane. The base becomes $\zeta>0$, the heater $-1<\zeta<0$, and the insulated top $\zeta<-1$. Next, $u=\sqrt{1+\zeta}$ takes the half-plane to a quadrant: the heater is $0<u<1$, the base $u>1$, and the insulated part the positive imaginary axis. Reflection in that axis makes the temperature even across it, so no heat crosses it. What remains is the upper half-plane with temperature one on $-1<u<1$ and zero on the rest of the real axis, solved by
\begin{equation}
\theta=\frac1\pi\left[\arg(u-1)-\arg(u+1)\right]
=\operatorname{Im}W,\qquad
W=\frac1\pi\ln\frac{u-1}{u+1}.
\end{equation}
On $-1<u<1$ the two angles are $\pi$ and $0$, giving one; elsewhere on the axis they are equal, giving zero.

By the Cauchy--Riemann equations, the heat flow through a curve, per unit heater length, is $k$ times the change of $\operatorname{Re}W$ along it. At the heater edge $u=0$ and $\operatorname{Re}W=0$. At a distance $\ell\gg d$ under the heater, $\zeta=-e^{-\pi\ell/d}$ is small, so $u-1\simeq\zeta/2$, $u+1\simeq2$, and
\[
\operatorname{Re}W\simeq\frac1\pi\ln\frac{e^{-\pi\ell/d}}4
=-\left(\frac\ell d+\frac{\ln4}{\pi}\right).
\]
One-dimensional flow would give $\ell/d$ alone. Each edge therefore widens the heater by $d\ln4/\pi=0.4413\,d$; a numerical solution of the two-dimensional problem gives $0.4411\,d$.

For a heater of width $w\gg d$ with two edges, the resistance computed with the nominal width is too small. It must be multiplied by
\begin{equation}
1+\frac{2\ln4}{\pi}\frac dw .
\end{equation}
The corrections are 0.22\% and 0.88\% for the two films. By Eq.~(\ref{Rres}) they shift $R$ by
\[
\frac{200(18.657)(0.0022)-50(68.729)(0.0088)}{150}=-0.15,
\]
and $k$ falls to $0.2962$ W/(m\,K). With the interface resistance included, the shift lies between $-0.14$ and $-0.15$, depending on how $R$ divides between the two faces. A heater that imposed a uniform flux instead of a uniform temperature would gain only $0.271\,d$ per edge, giving a shift of $-0.09$ and $k=0.2975$ W/(m\,K). The correction to $r$ is proportional to $rd$ and so grows nearly as $d^2$; it therefore bends the line of Eq.~(\ref{line}) and disturbs the intercept more, in relative terms, than the slope.

\paragraph{Substrate.} A line source of power $Q'$ per unit length on a half-space of conductivity $k_s$ sends its heat through half-cylinders of area $\pi s$ per unit length. Hence $Q'=-k_s\pi s\,d\theta/ds$, and $\theta=(Q'/\pi k_s)\ln(L/s)$ if $\theta=0$ at a large radius $L$. Treat the heated strip as many such lines of equal strength $q\,dx'$. Its mean temperature divided by $q$ is the substrate resistance. With positions measured in units of $w$,
\begin{equation}
R_s=\frac{w}{\pi k_s}\left[\ln\frac Lw-\int_0^1\!\!\int_0^1\ln|X-X'|\,dX\,dX'\right].
\end{equation}
Two points on a unit interval have separation $s$ with weight $2(1-s)$, so the double integral is
\[
2\int_0^1(1-s)\ln s\,ds=2\left(-1+\tfrac14\right)=-\tfrac32 ,
\]
and $R_s=(w/\pi k_s)[\ln(L/w)+3/2]$ for $L\gg w$. Take $k_s=150$ W/(m\,K), a rough value for silicon, and choose $L=500\ \mu$m:
\[
R_s=\frac{20\times10^{-6}}{150\pi}\left(\ln25+1.5\right)
=20.0\times10^{-8}\ \mathrm{m^2\,K/W}.
\]
This is ten times $R$. It is an estimate of size only: a wafer 500 $\mu$m thick with an isothermal back face gives about $21\times10^{-8}\ \mathrm{m^2\,K/W}$, and the difference is about half of $R$, so the subtraction needs the actual geometry or a measurement. A constant $c$ left in both resistances cancels from $r_2-r_1$, so $k$ does not change. In Eq.~(\ref{Rres}) it adds $c(d_2-d_1)/(d_2-d_1)=c$ to $R$. Leaving 1\% of the substrate resistance in the data thus raises $R$ by $0.20$, or 10\%.

\paragraph{Heating.} Suppose $k=k_0(1+\beta\theta)$, where $\theta$ is the temperature above the unheated state. Integrating Fourier's law from the hot face $\theta_h$ to the cold face $\theta_c$,
\[
qd=\int_{\theta_c}^{\theta_h}k\,d\theta
=k_0(\theta_h-\theta_c)\left[1+\beta\,\frac{\theta_h+\theta_c}{2}\right].
\]
The film conducts as if all of it were at the average of its two face temperatures. For a chosen flux of $2\times10^6\ \mathrm{W/m^2}$, the mean rise is about $q(R_s+r/2)$, which is 0.59 K and 1.09 K for the two films. With a rough $\beta$ of 0.1\% per kelvin, referring both data to the unheated state shifts $R$ by $-0.01$. This is negligible here.

\paragraph{Mean free path.} Let heat carriers of speed $v$ and heat capacity $C$ per unit volume travel a distance $\Lambda$ between collisions. A carrier crossing a plane at direction cosine $\mu$ brings the temperature of a point $\Lambda\mu$ upstream, and its velocity across the plane is $v\mu$. The flux is $-Cv\Lambda\langle\mu^2\rangle\,dT/dx$. For isotropic directions $\langle\mu^2\rangle=1/3$, so $k=Cv\Lambda/3$. With rough values $C=1.5\times10^6\ \mathrm{J/(m^3\,K)}$ and $v=3000$ m/s,
\[
\Lambda=\frac{3k}{Cv}=0.2\ \mathrm{nm},
\]
or 0.4\% of 50 nm. In a glass not all heat is carried by travelling waves, so this is an order of magnitude. The short average path suggests that most carriers scatter inside the film rather than at its faces. An average can hide a few long-wavelength carriers that travel much farther, however, so this estimate does not exclude a change of $k$ with thickness by a few per cent. Part (f) shows that even 1\% matters for $R$.

\subsection*{(f) What may be claimed}

Suppose the data carry independent 1\% errors and each thickness an independent error of 1 nm, all read as standard deviations. The uncertainty of $R$ is then
\[
\sqrt{0.34^2+0.45^2+0.11^2}\approx0.6,
\]
about 30\% of $R$. For $k$, each nanometre changes $d_2-d_1$ by $1/150=0.7\%$, so the total is $\sqrt{1.4^2+0.7^2+0.7^2}\%\approx1.7\%$. With the edge correction included, the results are
\[
k=0.296\pm0.005\ \mathrm{W/(m\,K)},\qquad
R=(1.8\pm0.6)\times10^{-8}\ \mathrm{m^2\,K/W},
\]
provided the substrate has been subtracted to about 1\% or better: an error of 1\% adds $0.20$ in quadrature and leaves the $0.6$ as rounded, while 2\% raises it to $0.7$. The uncorrected values of part (b) lie within these limits. The conductivity is a measurement to two figures, while the interface resistance is known to one figure at best.

An organosilicate glass, a common low-k dielectric, has a conductivity of roughly a few tenths of a W/(m\,K), so the value found is in the normal range. The assumption most open to doubt in a real film is that both thicknesses have the same $k$: density, porosity and processing damage near the surface can differ. Suppose the 50 nm film conducts 1\% less well than the 200 nm film. Its own resistance, $r_1-R=16.69$, is then about 1\% larger than the model assumes, and Eq.~(\ref{Rres}) reports an $R$ too large by
\[
\frac{200}{150}\times0.01\times16.69=0.22 ,
\]
or 11\% of $R$. Two films cannot distinguish such a change from a true interface resistance. If the cause is a damaged layer of the same depth in every film, more thicknesses do not help either, and the fitted $R$ includes the extra resistance of that layer.

The distinction matters for the temperature of a metal line, and hence for electromigration, which is thermally activated. At fixed flux through the 50 nm film, using $k$ without $R$ misses 10.5\% of the temperature drop. Using the 50 nm value of $k_{\rm app}$ for a 200 nm film makes the opposite error and overestimates the drop by $0.291/0.268-1=9\%$. These figures hold for lines much wider than the dielectric is thick. For narrower lines the heat spreads sideways, and $k$ and $R$ must enter a two- or three-dimensional calculation separately. The values used here are collected in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
thicknesses: 50 and 200 nm
apparent conductivities: 0.268 and 0.291 W/(m K)
total resistance r1, 50 nm film: 18.657 1e-8 m^2 K/W
total resistance r2, 200 nm film: 68.729 1e-8 m^2 K/W
difference r2 - r1: 50.072 1e-8 m^2 K/W
intrinsic conductivity k: 0.2996 W/(m K)
interface resistance R: 1.966 1e-8 m^2 K/W
R converted: 19.7 m^2 K/GW
numerical inversion: k 0.2996 W/(m K), R 1.966 1e-8 m^2 K/W
back check with k=0.30, R=2e-8: 0.2679 and 0.2913 W/(m K)
interface share of r1 and r2: 10.5 and 2.9 %
equivalent film thickness k*R: 5.9 nm
predicted k_app of 20 nm film: 0.231 W/(m K)
rounding range of k: 0.2987 to 0.3005 W/(m K)
rounding range of R: 1.88 to 2.05 1e-8 m^2 K/W
1 % data errors, sigma_k: 0.0043 W/(m K) = 1.4 %
1 % data errors, sigma_R: 0.34 1e-8 m^2 K/W = 17 %
shift of R, thin film 1 nm thicker: -0.45 1e-8 m^2 K/W
shift of R, thick film 1 nm thicker: +0.11 1e-8 m^2 K/W
heater width (chosen): 20 um
edge width per edge: formula 0.4413 d, 2D solution 0.4411 d
edge spreading, 50 and 200 nm: 0.22 and 0.88 %
k corrected for spreading: 0.2962 W/(m K)
shift of R from spreading: -0.15 1e-8 m^2 K/W
silicon conductivity (rough): 150 W/(m K)
far isotherm radius (chosen): 500 um
substrate resistance: 20.0 1e-8 m^2 K/W
shift of R, 1 % of substrate left in: +0.20 1e-8 m^2 K/W
heat flux (chosen): 2.0e+06 W/m^2
temperature coefficient of k (rough): 0.1 % per K
mean film heating, 50 and 200 nm: 0.59 and 1.09 K
shift of R from heating: -0.010 1e-8 m^2 K/W
heat capacity (rough): 1.5e+06 J/(m^3 K)
sound speed (rough): 3000 m/s
kinetic mean free path: 0.2 nm
mean free path / 50 nm: 0.0040
\end{verbatim}
